The Haven ratio of collective cation motion in glass

**The problem**

A glass contains N identical mobile cations per unit volume, each of charge q. They conduct by collective events. In one event, n neighbouring cations lying along a row all move by one site distance a in the same direction along that row. With no applied field, R events occur per unit volume and time, both senses along a row are equally likely, and the rows are oriented isotropically.

Two diffusivities can be measured. The tracer diffusivity D* comes from the spreading of labelled cations, taken here to move like the unlabelled ones. The charge diffusivity is defined from the conductivity σ by

D_σ = σkT/(Nq²),

where N counts all mobile cations. Their quotient is the Haven ratio, H = D*/D_σ.

Two assumptions hold until part (e):

1. The directions of different events are independent.
2. Successive displacements of any one tracer are uncorrelated.

They are separate assumptions, and part (f) gives a case in which the first holds and the second fails.

**(a) Find D\* in terms of R, N, n and a.**

In a volume V there are RV events per unit time. Each moves n ions, so the ions make nRV steps per unit time in all. These are shared among NV ions, and the step rate of one ion is

Γ = nRV/(NV) = nR/N.

After m steps s₁, s₂, …, each of length a, a tracer has moved by r = s₁ + … + s_m. Squaring and averaging gives

⟨r²⟩ = ⟨m⟩a² + 2 ⟨Σ_{i<j} s_i·s_j⟩.

By assumption 2 the cross terms average to zero. With ⟨m⟩ = Γt,

⟨r²⟩ = Γta².

In three dimensions D* = ⟨r²⟩/(6t), so

D* = Γa²/6 = nRa²/(6N).

The factor n appears once. At a fixed event rate, longer rows give each ion more frequent steps, but every step still has length a.

**(b) Apply a field E, find the current density, and obtain D_σ.**

Let θ be the angle between a row and the field. Choose the positive sense of the row so that c = cos θ lies between 0 and 1. For isotropic rows c is uniformly distributed over this range.

A forward event carries charge nq through a distance ac along the field. The field therefore does work

W = nqaEc.

Suppose that the saddle point lies halfway along the move and that E is the field acting on the ions. The forward barrier falls by W/2 and the backward barrier rises by W/2. Without the field each sense has rate R/2, so the rates become

R₊ = (R/2) exp(xc), R₋ = (R/2) exp(−xc), with x = nqaE/(2kT).

Each forward event changes the dipole moment along E by nqac, and each backward event changes it by −nqac. Current density is the rate of change of this moment per unit volume:

J = ∫₀¹ nqac (R₊ − R₋) dc = Rnqa ∫₀¹ c sinh(xc) dc.

For small x, sinh(xc) = xc + x³c³/6 + …, and the integral is

∫₀¹ (xc² + x³c⁴/6) dc = x/3 + x³/30.

Hence

J = (Rnqax/3)(1 + x²/10 + …).

The linear term, with x written out, gives

σ = J/E = (Rnqa/3) · nqa/(2kT) = Rn²q²a²/(6kT).

From the definition of D_σ,

D_σ = σkT/(Nq²) = Rn²a²/(6N).

Here n appears twice. One factor comes from the force, because the field pulls on n charges at once and so biases the event n times as strongly. The other comes from the current, because each event carries n charges.

The halfway saddle does not affect the linear result. If the saddle lay at a fraction α of the forward move, the exponents would be αW/kT and −(1 − α)W/kT. To first order their difference is W/kT for any α.

**(c) Find the Haven ratio. Where does the difference between the two diffusivities come from?**

Dividing the results of (a) and (b),

H = [nRa²/(6N)] / [n²Ra²/(6N)] = 1/n.

The event rate, the site distance and the ion density cancel. For n = 1 the two diffusivities agree; for larger n conduction is faster than tracer diffusion would suggest.

The origin of the difference is seen in the summed displacement of all ions, S = Σ_i r_i. Its mean square is

⟨S²⟩ = Σ_i ⟨r_i²⟩ + Σ_{i≠j} ⟨r_i·r_j⟩.

One event contributes na² to the first sum. It contains n(n − 1) ordered pairs of different ions moving in parallel, so it contributes n(n − 1)a² to the second. The total is n²a². A tracer experiment sees the first sum, whereas the current responds to both.

This counting was tested by enumerating every history of two independent events on a ring of six neighbouring ions, with moves along three perpendicular axes in both senses. For n = 1, 2, 3 and 4, the quotient Σ_i⟨r_i²⟩/⟨S²⟩ was 1.0000, 0.5000, 0.3333 and 0.2500. The enumeration concerns displacements and does not ask whether the target sites are empty.

A simple case respects site occupation too: an isolated row of n ions that moves as a body along otherwise empty sites, forward or backward at random. Each ion has the same displacement r, with uncorrelated steps, and S = nr. Then Σ_i⟨r_i²⟩ = n⟨r²⟩ and ⟨S²⟩ = n²⟨r²⟩, with quotient 1/n.

**(d) What changes if the ions in an event move unequally, or if events differ in size?**

Let the ions in an event move by vectors u_i, with sum U. In (a), na² is replaced by Σ_i|u_i|². In (b), the work becomes qE·U and the charge displacement qU, so n²a² is replaced by |U|². For one kind of event,

H = Σ_i|u_i|² / |Σ_i u_i|².

To compare this with 1/n, expand the sum of squared differences:

½ Σ_i Σ_j |u_i − u_j|² = n Σ_i|u_i|² − |Σ_i u_i|².

The left side cannot be negative, so H ≥ 1/n, with equality when all the moves are equal in length and direction. The value 1/n therefore needs moves that are parallel and equally long.

For two moves of length a at an angle φ,

H = 2a²/(2a² + 2a² cos φ) = 1/(1 + cos φ).

At φ = 30° this is 0.536 instead of 0.500, so a moderate bend has a small effect.

Now let the moves be straight and equal but let n vary between events. Averaging over events, D* is proportional to ⟨n⟩ and D_σ to ⟨n²⟩:

H = ⟨n⟩/⟨n²⟩.

Since ⟨n²⟩ is ⟨n⟩² plus the variance of n, this is at most 1/⟨n⟩. For equal numbers of one-ion and two-ion events, ⟨n⟩ = 1.5 and ⟨n²⟩ = 2.5, so H = 0.60, whereas 1/⟨n⟩ = 0.67. Large events weigh more in the current than in the tracer motion. The same enumeration as in (c) confirmed both 0.536 and 0.60.

**(e) Drop the assumptions about correlation. Find the general Haven ratio for straight, equal moves of fixed n.**

Part (b) took the event rates from the field-free state. When events are correlated, the field also changes which configurations are occupied, so σ needs a more general derivation.

Start the system in field-free equilibrium and switch on a weak field along x. Detailed balance says that for a move between configurations 1 and 2, of energies U₁ and U₂, with change ΔS_x in the summed displacement,

w(1→2)/w(2→1) = exp[−(U₂ − U₁)/kT + qEΔS_x/kT].

Multiply these ratios along a whole path. The energy differences add up to the final energy minus the initial one, and this is cancelled by the ratio of the equilibrium probabilities of the two end configurations. A path with total displacement S_x and its time reverse, which has −S_x, therefore satisfy

P(reverse) = P(path) exp(−qES_x/kT).

Multiply by S_x and sum over all paths. The left side gives −⟨S_x⟩, because the reversed path has the opposite displacement:

−⟨S_x⟩ = ⟨S_x exp(−qES_x/kT)⟩ = ⟨S_x⟩ − (qE/kT)⟨S_x²⟩ + …

To first order in E, with the mean square taken at zero field,

⟨S_x⟩ = qE⟨S_x²⟩/(2kT).

The current density is J = q⟨S_x⟩/(Vt), and isotropy gives ⟨S_x²⟩ = ⟨S²⟩/3. At long times,

σ = q²⟨S²⟩/(6kTVt), D_σ = ⟨S²⟩/(6NVt).

For independent events ⟨S²⟩ = RVt n²a², which returns the result of (b).

Now define two correlation factors at long times:

⟨r²⟩ = fΓta², ⟨S²⟩ = f_I RVt n²a².

The factor f measures the memory of a single tracer, f_I that of the events. Then D* = f nRa²/(6N) and D_σ = f_I n²Ra²/(6N), so

H = f/(n f_I).

The value 1/n requires f = f_I. Both factors equal to one is sufficient but not necessary, as the next part shows.

**(f) Compare two kinds of memory: an event that is undone, and a vacancy that persists.**

First, consider a small region of the glass, independent of other regions. Let its next event reverse the last one with probability p, moving the same ions back, and otherwise be a fresh random event. Read backwards in time, such a sequence is as probable as read forwards, as equilibrium requires.

Given an event with summed displacement U, the next has mean −pU, since fresh events average to zero. The event m places later has mean (−p)^m U. Each correlation in ⟨S²⟩ occurs twice, so for a long sequence

f_I = 1 + 2 Σ_{m≥1} (−p)^m = 1 − 2p/(1 + p) = (1 − p)/(1 + p).

The same argument applies to the list of displacements of all the individual ions, because a reversal changes the sign of every entry. Thus f has the same value, and H = 1/n. For p = 0.30 both factors are 0.70/1.30 = 0.538. A separate solution of the event sequence as a Markov chain, with n = 2, gave 0.5385 for both and H = 0.5000. Rattling of this kind slows conduction and tracer diffusion alike, and the Haven ratio does not reveal it.

Second, take one vacancy on a simple cubic lattice. In each event it travels n sites in a random one of the six axis directions, and the n ions on its path each move one site the opposite way. Successive directions are independent, so f_I = 1. The tracer is not free of memory, however. After an event the vacancy stands at the end of the row it has just shifted. With probability 1/6 it goes straight back and returns all n ions to their old sites. The next step of a tracer is thus biased towards a return.

For n = 2, a linear solution for the tracer and vacancy in a periodic box of side 9 sites gives f = 0.669, hence

H = 0.669/2 = 0.334.

The box of side 7 gives f = 0.681, so these are values for the boxes, not for an infinite lattice. In larger boxes f falls by a further 0.009 and settles at 0.660, with H = 0.330, for sides of about 30 sites and more. In a box of side 5, a simulation that followed every ion through 800 events in 8000 copies gave H = 0.369, while f/2 from the linear solution was 0.365. They differ by about 1 percent, which is the size of the sampling error for 8000 copies; the finite length of the runs shifts H by only about 0.0002.

Taken at face value as 1/n, a ratio of 0.334 would suggest three ions per event. The model moves two.

**(g) Evaluate the ideal model for sodium ions in a soda-lime silicate glass at 573 K.**

Take rough, rounded parameters: N = 1.0×10²² cm⁻³, a = 0.35 nm, a barrier of 0.85 eV, an attempt rate of 10¹³ s⁻¹, and n = 2. Let the barrier and attempt rate define the step rate of one ion. With kT = 0.04938 eV,

Γ = 10¹³ s⁻¹ × exp(−0.85/0.04938) = 3.34×10⁵ s⁻¹.

From Γ = nR/N, the event rate is

R = NΓ/n = 1.67×10²⁷ cm⁻³ s⁻¹.

With a = 3.5×10⁻⁸ cm, the tracer diffusivity is

D* = (3.34×10⁵ s⁻¹)(3.5×10⁻⁸ cm)²/6 = 6.82×10⁻¹¹ cm²/s.

The charge diffusivity is n = 2 times larger, D_σ = 1.364×10⁻¹⁰ cm²/s. For charge e, and with kT/e = 0.04938 V,

σ = Ne D_σ/(kT/e)
= (10²²)(1.602×10⁻¹⁹)(1.364×10⁻¹⁰)/0.04938 S/cm
= 4.43×10⁻⁶ S/cm.

The Haven ratio is 6.82/13.64 = 0.50. Numerical integration of the current formula in (b) at 0.01 MV/cm gives the same conductivity to the digits shown. At 0.20 MV/cm the fractional excess of J/E over σ is 2.011×10⁻³ by integration and 2.010×10⁻³ from x²/10. These fields test the formula at fixed temperature; part (h) shows that a 1 mm plate could not hold them steadily.

**(h) Which neglected effects matter in a measurement, and what could a measured H tell us?**

Consider a plate 1.0 mm thick in an alternating field of 1.0×10⁻⁴ MV/cm (root mean square) at 1000 Hz.

*Field strength.* Here x = 7.1×10⁻⁵, and the nonlinear excess x²/10 is about 5×10⁻¹⁰. At 1.0 MV/cm, x = 0.709 and integration gives an excess of 5.1 percent for the halfway saddle; unlike the linear term, this excess depends on the saddle position. A saddle at 0.3 of the move in one sense of a row lies at 0.7 of the move in the other sense. For isotropic rows both cases point along the field equally often, and their average gives an excess of about 8 percent. Such a field is only formal here. There σE² would be about 4×10⁶ W/cm³, and with the heat conduction used below the middle of this plate already passes 900 K at a steady field just under 0.009 MV/cm. For this plate at 573 K, Joule heating therefore limits a steady field long before the nonlinearity matters. In thinner or colder samples the order can reverse: for a 50 μm plate at 373 K and 0.5 MV/cm the same model gives a nonlinear excess of 3 percent and a heating effect of 0.4 percent at the middle.

*Heating.* The power density is h = σE² = 0.044 W/cm³. With both faces of the plate held at the bath temperature, the steady temperature excess at distance z from the middle is (h/2κ)(L²/4 − z²), where L is the thickness and κ the thermal conductivity. For κ = 0.010 W/(cm K), the middle is warmer by

ΔT = hL²/(8κ) = 5.5×10⁻³ K.

In this model σ varies as exp(−B/kT)/T, where B is the barrier. Its fractional change is therefore (B/kT − 1)ΔT/T, which is 1.6×10⁻⁴ at the middle.

*Electrodes.* If the metal contacts block sodium, charge piles up there. Model each contact as a layer of thickness a and permittivity ε. For contacts of area A, two such layers in series have capacitance εA/(2a), and the plate has resistance L/(σA). The charging time is

τ = εL/(2aσ) = 0.23 s

for a relative permittivity of 8.0. At 1000 Hz the electrode impedance is 1/(ωτ) = 7×10⁻⁴ of the plate resistance, where ω is the angular frequency. A small steady voltage held for much longer than τ would mostly measure the contacts. The thin-layer picture needs a small voltage across each contact, a few millivolts in the alternating field here. A steady 10 V would require more charge than one layer of sodium contains, so a thicker depleted zone would form and τ would no longer apply. The frequency must also be low enough for ions to complete their correlated motion; here ω/Γ = 0.019. This ratio is not itself the error. For a moderate memory that decays exponentially at a rate near Γ the error is of order (ω/Γ)², with a prefactor that grows as the memory strengthens, but glasses show an excess conductivity roughly like (ω/ω_p)^s with s near 0.6. That would be about 9 percent if ω_p = Γ and about 2 percent if ω_p = 5×10⁶ s⁻¹, so the low-frequency plateau of σ has to be located by measurement.

In this estimate the field, heating and electrode errors are far smaller than the uncertainty in the mechanism, provided σ is read on its low-frequency plateau. With n = 2 held fixed, the ideal ratio of 0.50 becomes 0.54 for a 30° bend and 0.33 for the single persistent vacancy in the box of side 9. That last value is the limit of scarce vacancies. With the N and a of part (g), Na³ = 0.43, and the same two-ion moves on a cubic lattice filled to that fraction (box of side 7) give f ≈ 0.87 and H ≈ 0.44. Replacing half of the two-ion events by one-ion events gives 0.60.

*The real glass.* A barrier of 0.8 to 0.9 eV and a conductivity of order 10⁻⁶ to 10⁻⁵ S/cm near 573 K are roughly typical of soda-lime glass; the sodium density used is somewhat on the high side. Haven ratios of sodium silicate glasses are, as a rough guide, often between 0.3 and 0.6, so the model's 0.50 is of a reasonable size. This does not establish that two ions move together. A real glass has a spread of barriers, irregular paths and sites that ions revisit, so neither straight, equal moves nor the absence of correlations can be taken for granted. The vacancy model shows that tracer memory alone can lower H by about a third when vacancies are scarce, and by less when many sites are empty, though a cubic lattice is not a model of the glass network.

A measured H fixes the combination f/(n f_I), within the model of equal straight moves. A value of 0.50 fits n = 2 with f = f_I, but also n = 1 with f = f_I/2, as for a single vacancy on the diamond lattice, where f = 0.500 and f_I = 1. To infer n, one needs separate evidence about the correlations and about the shape and size of the events. The numerical output below lists the main values used here.

Computed results

```
Enumerated Haven ratio, n=1: 1.0000
Enumerated Haven ratio, n=2: 0.5000
Enumerated Haven ratio, n=3: 0.3333
Enumerated Haven ratio, n=4: 0.2500
Mixed one-ion and two-ion events, H: 0.6000
Bend angle: 30 degrees
Bent two-ion event, H: 0.5359
Reversal probability: 0.30
Reversal tracer factor f: 0.5385
Reversal event factor f_I: 0.5385
Reversal model, n=2, H: 0.5000
Vacancy simulation box side: 5 sites
Vacancy simulation replicas: 8000
Vacancy simulation events each: 800
Vacancy n=2, simulated H: 0.3687
Vacancy n=2, f/2 same box: 0.3648
Vacancy n=2, f for side 7: 0.6813
Vacancy n=2, f for side 9: 0.6686
Vacancy n=2, H for side 9: 0.3343
Temperature: 573 K
Thermal energy kT: 0.04938 eV
Sodium density: 1.00e+22 cm^-3
Site spacing: 0.35 nm
Barrier: 0.85 eV
Attempt rate: 1.00e+13 s^-1
Ions moved per event: 2
Step rate per ion: 3.341e+05 s^-1
Event density rate: 1.671e+27 cm^-3 s^-1
Tracer diffusivity: 6.821e-11 cm^2/s
Charge diffusivity: 1.364e-10 cm^2/s
Conductivity, mean square: 4.427e-06 S/cm
Conductivity, field drive: 4.427e-06 S/cm
Example Haven ratio: 0.5000
Field of drive test: 1.00e-02 MV/cm
Field of curvature test: 0.20 MV/cm
Curvature, quadrature: 2.0112e-03 (fraction)
Curvature, x^2/10: 2.0097e-03 (fraction)
Measuring field: 1.0e-04 MV/cm
Measuring-field x: 7.088e-05
Measuring-field excess: 5.02e-10 (fraction)
High field: 1.0 MV/cm
High-field x: 0.7088
High-field excess J/E: 5.12 percent
Plate thickness: 1.0 mm
Thermal conductivity: 0.010 W/(cm K)
Joule heating: 4.427e-02 W/cm^3
Midplane temperature rise: 5.53e-03 K
Heating effect on sigma: 1.57e-04 (fraction)
Relative permittivity: 8.0
Electrode charging time: 2.286e-01 s
Measuring frequency: 1000 Hz
Electrode/bulk impedance: 6.96e-04
Angular frequency/ion step rate: 1.88e-02
```
